# QR versus normal equations in the sparse GAP fit: rounding errors, part 1

(Sections cited here and not found follow in the second part.)

A Gaussian approximation potential (GAP) is fitted by solving one linear system for $M$ coefficients. If that system is assembled as an $M\times M$ symmetric matrix and passed to a Cholesky routine, the fit can fail although neither the data nor the model is at fault. In the example at the end of this page, a fit to 228 energies and forces with $M=20$, the Cholesky factorisation breaks down for the two kernel lengths that give the best potential. For the shorter of the two, solving the same matrix by LU instead returns coefficients with a relative error of 0.65, and test energies shifted by up to 1.5 meV/atom in a potential whose test error is 0.96 meV/atom. The cause is that forming the $M\times M$ matrix squares a condition number. The setting `solver = "qr"` never forms that matrix, and in the same case it gives the coefficients to a relative error of $2\times10^{-8}$. The setting `solver = "normal"` does form it, and costs about half as much.

Energies are in eV and lengths in Å. Norms are 2-norms, and the condition number $\kappa$ of a matrix of full column rank is the ratio $\sigma_{\max}/\sigma_{\min}$ of its extreme singular values. The unit roundoff of double precision is $u=2^{-53}=1.11\times10^{-16}$.

## The model and the data

The energy of a configuration of $n$ atoms is written as

$$E=\sum_{i=1}^{n}\left[e_0+\varepsilon(x_i)\right],$$

where $x_i$ is a dimensionless descriptor vector of the environment of atom $i$ and $e_0$ is a constant fixed before the fit. The local energy $\varepsilon$ has a Gaussian-process prior with zero mean and covariance $\langle\varepsilon(x)\varepsilon(x')\rangle=k(x,x')$. The derivation holds for any differentiable positive definite kernel. The example uses

$$k(x,x')=\delta^2\exp\left[-\frac{|x-x'|^2}{2\theta^2}\right],$$

with an energy scale $\delta$ and a length $\theta$ in descriptor space.

Local energies are never observed. The data vector $y$ of length $N$ holds shifted total energies $E-ne_0=\sum_i\varepsilon(x_i)$ and force components, which by the chain rule are $F_{k\alpha}=-\partial E/\partial R_{k\alpha}=-\sum_i\nabla\varepsilon(x_i)\cdot\partial x_i/\partial R_{k\alpha}$. Both are linear in the function $\varepsilon$. Each datum is assigned an independent Gaussian error, so the noise covariance $\Sigma$ is diagonal with entries $\sigma_E^2$ or $\sigma_F^2$. Data from a deterministic electronic-structure method carry no statistical noise, and these numbers state how closely the model is asked to follow them.

## The sparse equations

Choose $M$ representative environments $x_1,\dots,x_M$. Let $\varepsilon_M$ be the vector of local energies at these points, $K_{MM}$ the matrix $k(x_m,x_{m'})$, which is the covariance of $\varepsilon_M$ and is assumed invertible for now, and $k_M(x)$ the vector with components $k(x,x_m)$. Split the local energy as

$$\varepsilon(x)=k_M(x)^TK_{MM}^{-1}\varepsilon_M+\zeta(x).$$

The remainder is uncorrelated with $\varepsilon_M$, because

$$\langle\zeta(x)\varepsilon_M^T\rangle=k_M(x)^T-k_M(x)^TK_{MM}^{-1}K_{MM}=0 ,$$

and jointly Gaussian variables that are uncorrelated are independent. The variances of the two parts therefore add, which gives $\langle\zeta(x)^2\rangle=k(x,x)-k_M(x)^TK_{MM}^{-1}k_M(x)$. This vanishes at each representative point, where $K_{MM}^{-1}k_M(x_m)$ is the $m$-th unit vector, and it is small where the representative points are dense on the scale $\theta$. The sparse approximation sets $\zeta=0$. With $c=K_{MM}^{-1}\varepsilon_M$,

$$\varepsilon(x)=\sum_{m=1}^{M}c_m\,k(x,x_m),\qquad \langle cc^T\rangle=K_{MM}^{-1}K_{MM}K_{MM}^{-1}=K_{MM}^{-1}.$$

The coefficients have units of 1/eV and a prior density proportional to $\exp(-\tfrac12c^TK_{MM}c)$. Close representative points make $K_{MM}$ nearly singular, so the routine replaces it in the prior by

$$P=K_{MM}+\eta\,\delta^2I ,$$

where the dimensionless $\eta$ is the setting `jitter`. This changes the prior, by an extra penalty $\tfrac12\eta\delta^2\|c\|^2$, and is therefore part of the model.

Because the data are linear in $\varepsilon$, the model value of $y$ is $K_{NM}c$, where each row of the $N\times M$ matrix $K_{NM}$ is the data functional applied to the basis functions $k(\cdot,x_m)$. An energy row has entries $\sum_ik(x_i,x_m)$. For a force row the gradient is $\nabla_xk(x,x_m)=-k(x,x_m)(x-x_m)/\theta^2$, and its minus sign cancels the one in the definition of the force:

$$(K_{NM})_{k\alpha,m}=+\frac{1}{\theta^2}\sum_ik(x_i,x_m)\,(x_i-x_m)\cdot\frac{\partial x_i}{\partial R_{k\alpha}} .$$

Only the environments $x_i$ of the configuration move. The representative points are constants, even when they were picked from that configuration, so they are not differentiated. From here on $K$ stands for $K_{NM}$.

By Bayes' rule the posterior is the product of likelihood and prior, so its negative logarithm is, up to a constant,

$$\Phi(c)=\tfrac12(y-Kc)^T\Sigma^{-1}(y-Kc)+\tfrac12c^TPc .$$

Expanding the first term and using the symmetry of $\Sigma$ to merge the two cross terms gives $\Phi=\tfrac12y^T\Sigma^{-1}y-c^TK^T\Sigma^{-1}y+\tfrac12c^T(K^T\Sigma^{-1}K+P)c$. The gradient of $\tfrac12c^TGc$ for symmetric $G$ is $Gc$, so a zero gradient gives the sparse GAP equations

$$Gc=K^T\Sigma^{-1}y,\qquad G=P+K^T\Sigma^{-1}K. \tag{1}$$

$G$ is positive definite, being the sum of a positive definite and a positive semidefinite matrix. The stationary point is thus the unique minimum. Completing the square shows that the posterior is Gaussian with this mean and covariance $G^{-1}$.

### Relation to the full Gaussian process

Multiplying out,

$$G\,P^{-1}K^T=K^T+K^T\Sigma^{-1}KP^{-1}K^T=K^T\Sigma^{-1}\left(\Sigma+KP^{-1}K^T\right).$$

Multiplying from the left by $G^{-1}$ and from the right by the inverse of the bracket gives $G^{-1}K^T\Sigma^{-1}=P^{-1}K^T(KP^{-1}K^T+\Sigma)^{-1}$, and so

$$c=P^{-1}K^T\left(KP^{-1}K^T+\Sigma\right)^{-1}y. \tag{2}$$

For any zero-mean Gaussian quantity $f_*$, the splitting used above, now applied with $y$ as the conditioning variable, gives the posterior mean $\langle f_*y^T\rangle\langle yy^T\rangle^{-1}y$. Equation (2) has this form with the data covariance $KP^{-1}K^T+\Sigma$, so the sparse model is a dense process whose kernel is the rank-$M$ Nyström form $k_M(x)^TP^{-1}k_M(x')$.

In one limit the approximation leaves the mean exact. Take energy data only, make every training environment representative, and set $\eta=0$. Then $K=LK_{MM}$, where $L$ is the matrix of ones and zeros that sums atoms into configurations, and $P=K_{MM}$. Equation (2) becomes $c=L^T(LK_{MM}L^T+\Sigma)^{-1}y$, and $k_M(x)^Tc$ is the full posterior mean, since $k_M(x)^TL^T$ and $LK_{MM}L^T+\Sigma$ are the exact covariances. With forces this fails, because the exact mean then contains derivatives of $k$, which are not combinations of the $k(\cdot,x_m)$.

## The stacked least-squares problem

Factor $P=U^TU$ by Cholesky, with $U$ upper triangular, and define

$$A=\begin{pmatrix}\Sigma^{-1/2}K\\U\end{pmatrix},\qquad b=\begin{pmatrix}\Sigma^{-1/2}y\\0\end{pmatrix}.$$

$A$ has $m=N+M$ rows and $M$ columns, all its entries are in eV, and $b$ is dimensionless. The squared norm of a stacked vector is the sum of the squared norms of its blocks, so

$$\|Ac-b\|^2=\|\Sigma^{-1/2}(Kc-y)\|^2+\|Uc\|^2=2\Phi(c).$$

Block multiplication gives $A^TA=K^T\Sigma^{-1}K+U^TU=G$ and $A^Tb=K^T\Sigma^{-1}y$. Equation (1) is therefore the normal equation $A^TAc=A^Tb$ of the problem $\min\|Ac-b\|$. With the residual $r=b-Ac$ it reads $A^Tr=0$. The lower block must be a square root of $P$. Stacking $P$ itself would give the penalty $c^TP^2c$, which is a different model and has the wrong units.

For a unit vector $v$, $\|Av\|^2=\|\Sigma^{-1/2}Kv\|^2+\|Uv\|^2\ge\|Uv\|^2=v^TK_{MM}v+\eta\delta^2\ge\eta\delta^2$. Minimising over $v$,

$$\sigma_{\min}(A)\ge\sigma_{\min}(U)\ge\delta\sqrt\eta , \tag{3}$$

so $A$ has full column rank for any data.

## The QR algorithm

For a unit vector $v$ let $H=I-2vv^T$. It is symmetric, and $H^TH=I-4vv^T+4v(v^Tv)v^T=I$, so it is orthogonal. Given a column $z$ with first component $z_1$, set $\alpha=-\operatorname{sign}(z_1)\|z\|$ with the convention $\operatorname{sign}(0)=1$, $w=z-\alpha e_1$ and $v=w/\|w\|$. Then $w^Tz=\|z\|^2-\alpha z_1$ and $\|w\|^2=\|z\|^2-2\alpha z_1+\alpha^2=2(\|z\|^2-\alpha z_1)=2w^Tz$, where $\alpha^2=\|z\|^2$ was used. Hence

$$Hz=z-\frac{2\,w^Tz}{\|w\|^2}\,w=z-w=\alpha e_1 .$$

The sign of $\alpha$ makes $w_1=z_1-\alpha$ a sum of two numbers of equal sign, so no digits cancel. At step $j$ the reflection acts on rows $j$ to $m$ only. It zeroes column $j$ below the diagonal and leaves the earlier columns alone, since they already vanish in those rows. After $M$ steps, with $Q^T=H_M\cdots H_1$,

$$Q^TA=\begin{pmatrix}R\\0\end{pmatrix},\qquad Q^Tb=\begin{pmatrix}d_1\\d_2\end{pmatrix},$$

with $R$ upper triangular. An orthogonal matrix preserves norms, so

$$\|Ac-b\|^2=\|Q^T(Ac-b)\|^2=\|Rc-d_1\|^2+\|d_2\|^2 .$$

The second term does not depend on $c$. $R$ is invertible, because $R^TR=A^TQQ^TA=G$ is, so the minimum is at $Rc=d_1$, and $\|r\|=\|d_2\|$.

```
P = K_MM + eta * delta^2 * I;   U = cholesky(P)        # P = U^T U
T = [ K/sigma , y/sigma ; U , 0 ]                      # m rows, M+1 columns
for j = 1..M:
    v = T[j:m, j];  v[1] += sign(v[1]) * norm(v);  v /= norm(v)   # sign(0) = 1
    T[j:m, j:M+1] -= 2 * v * (v^T T[j:m, j:M+1])
R = T[1:M, 1:M];  d1 = T[1:M, M+1];  residual = norm(T[M+1:m, M+1])
for i = M..1:
    c[i] = (d1[i] - sum_{j>i} R[i,j] c[j]) / R[i,i]
```

$Q$ is never stored. Step $j$ costs about four operations per entry of an $(m-j)\times(M-j)$ block, a multiplication and an addition for $v^TT$ and the same for the update. With $s=M-j$ the total is $4\int_0^M(m-M+s)s\,ds=2(m-M)M^2+\tfrac43M^3=2mM^2-\tfrac23M^3$. The normal equations need about $M^2/2$ dot products of $2m$ operations, plus the Cholesky step, where updating a triangle of $s^2/2$ entries at two operations each gives $\int_0^Ms^2ds=M^3/3$. The total is $mM^2+M^3/3$, and for $N\gg M$ the ratio of the two costs tends to 2.

## Squaring of the condition number

Write the thin singular value decomposition $A=WSV^T$, with $W^TW=I$, $V$ orthogonal and $S$ diagonal. Then $G=VSW^TWSV^T=VS^2V^T$. The eigenvalues of $G$, which are also its singular values because they are positive, are the squares of the singular values of $A$:

$$\kappa(A^TA)=\frac{\sigma_{\max}^2}{\sigma_{\min}^2}=\kappa(A)^2 . \tag{4}$$

Since $R^TR=G$ too, $R$ has the singular values of $A$, and $\kappa(R)=\kappa(A)\equiv\kappa$. QR ends in a system of condition $\kappa$, the normal equations in one of condition $\kappa^2$. Equation (4) is exact in the 2-norm. It does not yet say that QR delivers an error of order $u\kappa$, and in general QR does not.

### Sensitivity of the least-squares problem

Perturb $A$ and $b$ in $A^TAc=A^Tb$ and keep first-order terms:

$$\delta A^TAc+A^T\delta A\,c+G\,\delta c=\delta A^Tb+A^T\delta b .$$

The two terms with $\delta A^T$ combine into $\delta A^T(b-Ac)=\delta A^Tr$. With the pseudoinverse $A^+=G^{-1}A^T=VS^{-1}W^T$,

$$\delta c=G^{-1}\delta A^Tr-A^+\delta A\,c+A^+\delta b . \tag{5}$$

The norms are $\|G^{-1}\|=\sigma_{\min}^{-2}$ and $\|A^+\|=\sigma_{\min}^{-1}$. Let $\|\delta A\|\le\epsilon\sigma_{\max}$ and $\|\delta b\|\le\epsilon\|b\|$, use $\|b\|\le\sigma_{\max}\|c\|+\|r\|$, and define

$$\rho=\frac{\|r\|}{\sigma_{\max}\|c\|}.$$

Dividing (5) by $\|c\|$, the first term is at most $\epsilon\sigma_{\max}\|r\|/(\sigma_{\min}^2\|c\|)=\epsilon\kappa^2\rho$, the second $\epsilon\kappa$, and the third $\epsilon\kappa(1+\rho)$. Since $\kappa\rho\le\kappa^2\rho$, the sum lies below $2\epsilon(\kappa+\kappa^2\rho)$.

The $\kappa^2\rho$ term is attained. Take $\delta A=t\,r\,v_{\min}^T/\|r\|$, of norm $t$, with $v_{\min}$ the right singular vector of $\sigma_{\min}$. The second term of (5) vanishes because $A^Tr=0$. In the first, $\delta A^Tr=t\|r\|v_{\min}$ and $G^{-1}v_{\min}=v_{\min}/\sigma_{\min}^2$, so $\delta c=t\|r\|v_{\min}/\sigma_{\min}^2$. The perturbation tilts the weakest direction of the column space toward the residual, and the fit uses that tilt with a large coefficient. This sensitivity belongs to the problem and not to the solver. The worst $\delta A$ is bounded in norm only, and rounding each entry of $A$ separately usually excites less of it: at $\theta=8$ in the example below, changing every entry by a relative amount $\pm u$ moves $c$ by about $2\times10^{-6}$, above $u\kappa=4\times10^{-7}$ but below $u\kappa^2\rho=7\times10^{-5}$.

In a GAP fit the residual is never zero unless $c=0$, because its lower block is $-Uc$. From $\|r\|\ge\|Uc\|\ge\sigma_{\min}(U)\|c\|$,

$$\rho\ge\sigma_{\min}(U)/\sigma_{\max}(A). \tag{6}$$

When the weakest direction is held by the prior and not by the data, $\sigma_{\min}(A)\approx\sigma_{\min}(U)$, then $\rho\gtrsim1/\kappa$ and $\kappa^2\rho\gtrsim\kappa$: the residual term is at least as large as the other one.

### Rounding errors of QR

Each floating-point operation returns the exact result times $1+\vartheta$, $|\vartheta|\le u$. In a dot product of length $m$ every term collects at most $m$ such factors, so to first order the error is at most $mu\sum_k|a_kb_k|\le mu\|a\|\|b\|$, by the Cauchy–Schwarz inequality. The vector $v$ is computed without cancellation, so it has a small relative error, and applying the reflection is a dot product followed by a subtraction. The computed step is therefore $T_j=H_jT_{j-1}+F_j$, where $H_j$ is the exact reflection for the computed column and $\|F_j\|\le\gamma\|T_{j-1}\|$ column by column, with $\gamma$ equal to $u$ times a constant depending on the dimensions. Because $H_j^{-1}=H_j$, the recursion unrolls to

$$T_M=H_M\cdots H_1\Big(T_0+\sum_{j=1}^MH_1\cdots H_jF_j\Big).$$

The orthogonal products leave the norms of $F_j$ and of the columns of $T_{j-1}$ unchanged, so the computed $R$ and $d_1$ are exact for a perturbed $A$ and $b$ with relative perturbation at most about $M\gamma$. In the back substitution, each rounding factor in $(d_i-\sum_jR_{ij}c_j)/R_{ii}$ can be assigned to an entry of row $i$ of $R$, so the computed $c$ solves $(R+\delta R)c=d_1$ exactly with $|\delta R_{ij}|\lesssim Mu|R_{ij}|$, which is one more perturbation of $A$ of the same size. Setting $\epsilon\sim u$ in the bound above,

$$\frac{\|\delta c\|}{\|c\|}\bigg|_{\rm QR}\sim u\left(\kappa+\kappa^2\rho\right). \tag{7}$$

The dimension-dependent constants are worst cases in which all roundings add with one sign. They are dropped, so (7) is an estimate and not a bound.

### Rounding errors of the normal equations

The entry $G_{ij}$ is the dot product of columns $i$ and $j$ of $A$, each of norm at most $\sigma_{\max}$, so it is computed with an error up to $mu\sigma_{\max}^2$. Even storing the exact $G$ leaves an error $u|G_{ij}|$. The Cholesky factorisation and the triangular solves add perturbations of the same order, because they too consist of dot products, of vectors whose squared norms are the $G_{ii}$. The computed solution obeys $(G+\delta G)(c+\delta c)=h+\delta h$ with $h=A^Tb$, $\|\delta G\|\sim u\sigma_{\max}^2$ and $\|\delta h\|\sim u\sigma_{\max}\|b\|$. Subtracting $Gc=h$ and keeping first order,

$$\delta c=G^{-1}(\delta h-\delta G\,c),\qquad\frac{\|\delta c\|}{\|c\|}\bigg|_{\rm normal}\sim\frac{u\sigma_{\max}^2}{\sigma_{\min}^2}(1+\rho)\approx u\kappa^2 . \tag{8}$$

The difference from (5) is structural. There the large perturbation enters as $A^T\delta A\,c$, and the factor $A^T$ cancels one power of $1/\sigma_{\min}$ in $G^{-1}$. Here $\delta G$ has no such factor, and the full $\sigma_{\min}^{-2}$ acts whatever the residual. One qualification is needed. The error in $G_{ij}$ is bounded by $mu$ times the product of the norms of columns $i$ and $j$, so rescaling the columns rescales the errors with them, and the condition number that governs (8) is that of $A$ with its columns scaled to unit norm. It is close to $\kappa$ when the columns have similar norms and can be far smaller when they do not. The ratio of (7) to (8) is $1/\kappa+\rho$, so QR wins by a large factor when $\kappa$ is large and $\rho$ small, and by little for a poor fit with $\rho$ near 1. Moreover $v_{\min}^T(G+\delta G)v_{\min}=\sigma_{\min}^2+v_{\min}^T\delta G\,v_{\min}$ can be negative once $u\kappa^2\gtrsim1$, and Cholesky then stops. In that regime (8) is replaced by $\delta c=(G+\delta G)^{-1}(\delta h-\delta G\,c)$, where $\delta G$ dominates both factors in the weak directions. The relative error is then typically of order one, and it can be much larger if $G+\delta G$ happens to be nearly singular. The damage is done when $G$ is formed. Applying LU, QR or an SVD to the rounded $G$ alone does not undo it. Iterative refinement that returns to $A$, solving $G\,\Delta c=A^T(b-Ac)$ repeatedly, does repair it as long as $u\kappa^2\ll1$: in the example below four steps bring the error at $\theta=2$ from $2\times10^{-5}$ to about $3\times10^{-12}$, while at $\theta=4$ and 8 the error stays of order one.

The Läuchli matrix shows the mechanism in a case that can be followed by hand. It has the stacked form, with one data row and $U=eI$:

$$A=\begin{pmatrix}1&1\\e&0\\0&e\end{pmatrix},\qquad A^TA=\begin{pmatrix}1+e^2&1\\1&1+e^2\end{pmatrix}.$$

The eigenvectors $(1,1)$ and $(1,-1)$ have eigenvalues $2+e^2$ and $e^2$, so $\kappa=\sqrt{2+e^2}/e=1.414\times10^9$ for $e=10^{-9}$. In floating point $1+e^2$ rounds to 1 because $e^2<u$, all four entries become 1, and the matrix is exactly singular. For QR take $c=(1,2)$, so $b=(3,e,2e)$. The first column has computed norm 1, $w=(2,e,0)$ and $v=(1,e/2,0)$. With $e^2$ dropped by rounding, $v^Tz$ equals 1, 1 and 3 for the two columns and $b$, and $z-2v(v^Tz)$ gives $(-1,0,0)$, $(-1,-e,e)$ and $(-3,-2e,2e)$. The lower two rows give $c_2=2$, and the first row $-c_1-c_2=-3$ gives $c_1=1$. The small number $e$ survives because it is never squared and added to 1 where it matters. The computed error is $6.3\times10^{-16}$, far below $u\kappa=1.6\times10^{-7}$, because here the rounding errors in the small rows are small relative to those rows, which a normwise estimate such as (7) does not see. This depends on the order of the rows: with the row $(e,0)$ placed first the error is about $7\times10^{-10}$, still below $u\kappa$.

This part has derived the sparse GAP equations and their stacked least-squares form, and has estimated the relative rounding error of the coefficients as $u(\kappa+\kappa^2\rho)$ for QR and, to first order, $u\kappa^2$ for the normal equations. What remains is the effect on predicted energies, the worked example, the choice of settings and the numerical check.
